# Stripe-domain width and single-domain radius in hard magnets: verification in Python

```python
"""
Stripe domains and single-domain radius of a hard uniaxial magnet (SI units).

Results under test:
  wall energy per area      sigma = 4 sqrt(A K)
  stripe width, thick film  w = sqrt(2 pi^3 / (7 zeta(3))) sqrt(l t)
  single-domain radius      R = 18 sqrt(A K) / ((1 - alpha) mu0 Ms^2)
A: exchange stiffness, K: anisotropy constant, Ms: magnetization,
t: film thickness, l = sigma / (mu0 Ms^2): dipolar length,
alpha: magnetostatic energy of a sphere split into two antiparallel halves,
divided by that of the uniformly magnetized sphere.
The common estimate alpha = 1/2 turns the coefficient 18/(1-alpha) into 36.
"""
import numpy as np
from scipy.constants import mu_0
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import ellipe, ellipkm1, eval_legendre, zeta

# ---------- model parameters ----------
A = 10e-12
K = 4e6
Ms = 0.8e6
dipolar_density = mu_0 * Ms**2
root_AK = np.sqrt(A * K)
sigma = 4 * root_AK
wall_width = np.pi * np.sqrt(A / K)
l_dip = sigma / dipolar_density


# ---------- wall energy from a lattice minimization ----------
def lattice_wall_energy(half_box=8.0, step=0.1):
    """Minimum of the wall energy in units sqrt(AK); length unit sqrt(A/K)."""
    count = int(round(2 * half_box / step)) + 1
    ramp = np.linspace(0, np.pi, count)

    def energy_and_gradient(inner):
        angle = np.concatenate(([0.0], inner, [np.pi]))
        jump = np.diff(angle)
        energy = np.sum(jump**2) / step + step * np.sum(np.sin(angle)**2)
        gradient = 2 * (jump[:-1] - jump[1:]) / step
        gradient += step * np.sin(2 * inner)
        return energy, gradient

    result = minimize(energy_and_gradient, ramp[1:-1], jac=True,
                      method="L-BFGS-B",
                      options={"maxiter": 5000, "ftol": 1e-14, "gtol": 1e-8})
    return result.fun


wall_numeric = lattice_wall_energy()
# the lattice step 0.1 gives a relative error of order step^2 / 50
assert abs(wall_numeric / 4 - 1) < 2e-3


# ---------- magnetostatic energy of stripes ----------
odd = np.arange(1, 4002, 2)


def stripe_series(ratio):
    """Energy per area / (mu0 Ms^2 w) for thickness/width = ratio."""
    return 4 / np.pi**3 * np.sum(-np.expm1(-odd * np.pi * ratio) / odd**3)


def stripe_coulomb(ratio):
    """Same energy from the logarithmic potential of line charges."""
    def kernel(s):
        return np.log1p((ratio / s)**2)

    total = quad(lambda s: (1 - 2 * s) * kernel(s), 0, 1,
                 epsabs=1e-11, epsrel=1e-11, limit=200)[0]
    node, weight = np.polynomial.legendre.leggauss(20)
    y, weight = (node + 1) / 2, weight / 2
    interval = np.arange(1, 3001)
    pieces = kernel(interval[:, None] + y) @ (weight * (1 - 2 * y))
    total += np.sum((-1.0)**interval * pieces)
    return total / (2 * np.pi)


for ratio in (0.3, 1.0, 3.0):
    assert abs(stripe_series(ratio) - stripe_coulomb(ratio)) < 1e-7

surface_coefficient = 7 * zeta(3) / (2 * np.pi**3)
assert abs(stripe_coulomb(8.0) - surface_coefficient) < 1e-7
width_coefficient = 1 / np.sqrt(surface_coefficient)


# ---------- equilibrium stripe width ----------
def law_width(t):
    return width_coefficient * np.sqrt(l_dip * t)


def minimized_width(t):
    def energy(log_ratio):
        w = t * np.exp(log_ratio)
        return l_dip / w + w / t * stripe_series(t / w)

    best = minimize_scalar(energy, bounds=(np.log(0.05), np.log(50)),
                           method="bounded", options={"xatol": 1e-9})
    return t * np.exp(best.x)


def local_exponent(t):
    up, down = 1.05 * t, t / 1.05
    return np.log(minimized_width(up) / minimized_width(down)) / np.log(up / down)


thicknesses = np.array([100, 250, 1000, 4000]) * 1e-9
law_widths = np.array([law_width(t) for t in thicknesses])
full_widths = np.array([minimized_width(t) for t in thicknesses])
exponents = np.array([local_exponent(t) for t in thicknesses])
excess = full_widths / law_widths - 1
assert abs(excess[-1]) < 1e-3
assert abs(exponents[-1] - 0.5) < 1e-3
assert np.all(np.diff(np.abs(excess)) < 0)
assert excess[0] > 0.1  # the law must fail in the thinnest film

t_ref, w_ref = thicknesses[2], full_widths[2]
wall_part = sigma * t_ref / w_ref
charge_part = dipolar_density * w_ref * stripe_series(t_ref / w_ref)
uniform_film = dipolar_density * t_ref / 2
assert wall_part + charge_part < uniform_film
assert abs(wall_part / charge_part - 1) < 0.03


# ---------- field inside a uniformly magnetized sphere ----------
def inner_field(point):
    """Field component along M divided by Ms, by surface quadrature."""
    c, weight = np.polynomial.legendre.leggauss(120)
    phi = 2 * np.pi * np.arange(240) / 240
    s = np.sqrt(1 - c**2)
    dx = point[0] - s[:, None] * np.cos(phi)
    dy = point[1] - s[:, None] * np.sin(phi)
    dz = point[2] - c[:, None]
    integrand = c[:, None] * dz / (dx**2 + dy**2 + dz**2)**1.5
    return np.sum(weight[:, None] * integrand) * 2 * np.pi / 240 / (4 * np.pi)


for point in ((0, 0, 0), (0.3, 0.2, -0.4), (-0.1, 0.5, 0.2)):
    assert abs(inner_field(point) + 1 / 3) < 1e-8
uniform_factor = 2 * np.pi / 9  # energy / (mu0 Ms^2 R^3)

# ---------- two antiparallel halves: harmonic series ----------
even = np.arange(2, 40001, 2, dtype=float)
legendre_zero = np.cumprod(-(even - 1) / even)
alpha_terms = 4.5 * legendre_zero**2 * even * (even + 1)
alpha_terms /= ((even - 1) * (even + 2))**2
alpha = np.sum(alpha_terms)


def hemisphere_interaction(points=100):
    """Coulomb energy between the halves, in units mu0 Ms^2 R^3."""
    node, weight = np.polynomial.legendre.leggauss(points)
    x = (node + 1) / 2
    height = x**3
    weight = weight / 2 * 3 * x**2
    u, v = height[:, None], height[None, :]
    ss = np.sqrt((1 - u**2) * (1 - v**2))
    a, b = 2 + 2 * u * v, 2 * ss
    difference = 2 * (u * v + (u**2 + v**2 - (u * v)**2) / (1 + ss))
    complement = difference / (a + b)
    ring = a * ellipkm1(complement) - (a + b) * ellipe(1 - complement)
    ring *= 4 / (b * np.sqrt(a + b))
    return weight @ (ss * ring) @ weight / 4


alpha_coulomb = 1 - 2 * hemisphere_interaction() / uniform_factor
assert abs(alpha - alpha_coulomb) < 1e-6


# ---------- single-domain radius ----------
coefficient = 18 / (1 - alpha)
radius_estimate = 36 * root_AK / dipolar_density
radius_computed = coefficient * root_AK / dipolar_density


def split_minus_uniform(R):
    """Energy difference built from the two direct numerical evaluations."""
    wall = np.pi * R**2 * wall_numeric * root_AK
    gain = (1 - alpha_coulomb) * uniform_factor * dipolar_density * R**3
    return wall - gain


radius_crossing = brentq(split_minus_uniform, 1e-9, 1e-5, xtol=1e-15)
assert abs(radius_crossing / radius_computed - 1) < 2e-3
assert split_minus_uniform(0.8 * radius_crossing) > 0
assert split_minus_uniform(1.2 * radius_crossing) < 0
assert wall_width < 0.05 * radius_computed


# ---------- plane wall displaced from the centre ----------
degrees = np.arange(1, 201)
gauss_node, gauss_weight = np.polynomial.legendre.leggauss(120)


def displaced_ratio(d):
    """Magnetostatic energy / uniform value, wall at distance d*R."""
    def part(low, high):
        u = low + (high - low) * (gauss_node + 1) / 2
        table = eval_legendre(np.arange(201)[:, None], u[None, :])
        shape = degrees[:, None] * (table[:-1] - u * table[1:])
        return shape @ gauss_weight * (high - low) / 2

    overlap = part(d, 1) - part(-1, d)
    return 9 / 4 * np.sum(overlap**2 / (2 * degrees * (degrees + 1)))


# degrees above 200 carry about 2e-5 of the uniform energy
assert abs(displaced_ratio(0.0) - alpha) < 5e-5
assert abs(displaced_ratio(1.0) - 1) < 1e-10
positions = np.linspace(0.05, 0.95, 19)
path = np.array([displaced_ratio(d) + (1 - alpha) * (1 - d**2)
                 for d in positions])
assert np.all(path > 1)
barrier = path.max() - 1
barrier_position = positions[path.argmax()]

# ---------- printed results ----------
print(f"exchange stiffness A = {A*1e12:.1f} pJ/m")
print(f"anisotropy constant K = {K/1e6:.2f} MJ/m^3")
print(f"magnetization Ms = {Ms/1e6:.2f} MA/m")
print(f"mu0 Ms^2 = {dipolar_density/1e6:.4f} MJ/m^3")
print(f"hardness 2K/(mu0 Ms^2) = {2*K/dipolar_density:.2f} (no unit)")
print(f"sqrt(AK) = {root_AK*1e3:.3f} mJ/m^2")
print(f"wall energy sigma = {sigma*1e3:.2f} mJ/m^2")
print(f"lattice wall energy / sqrt(AK) = {wall_numeric:.4f} (no unit)")
print(f"wall width pi sqrt(A/K) = {wall_width*1e9:.2f} nm")
print(f"dipolar length l = {l_dip*1e9:.2f} nm")
print(f"surface coefficient 7 zeta(3)/(2 pi^3) = {surface_coefficient:.5f}")
print(f"stripe width coefficient = {width_coefficient:.4f} (no unit)")
print("film: t, law width, minimized width (nm); excess (%); local exponent")
for t, w_law, w_full, extra, power in zip(thicknesses, law_widths,
                                          full_widths, excess, exponents):
    print(f"  {t*1e9:6.0f} {w_law*1e9:8.1f} {w_full*1e9:8.1f}"
          f" {100*extra:8.3f} {power:8.4f}")
print(f"1000 nm film, wall energy per area = {wall_part*1e3:.2f} mJ/m^2")
print(f"1000 nm film, magnetostatic energy = {charge_part*1e3:.2f} mJ/m^2")
print(f"1000 nm film, uniform state energy = {uniform_film*1e3:.2f} mJ/m^2")
print(f"first term (l=2) of alpha = {alpha_terms[0]:.5f} (no unit)")
print(f"alpha from harmonic series = {alpha:.6f} (no unit)")
print(f"alpha from Coulomb integral = {alpha_coulomb:.6f} (no unit)")
print(f"radius coefficient 18/(1-alpha) = {coefficient:.3f} (no unit)")
print(f"radius with coefficient 36 = {radius_estimate*1e9:.1f} nm")
print(f"radius with computed alpha = {radius_computed*1e9:.1f} nm")
print(f"radius from numerical crossing = {radius_crossing*1e9:.1f} nm")
print(f"excess of estimate = {100*(radius_estimate/radius_computed-1):.2f} %")
print(f"computed radius / wall width = {radius_computed/wall_width:.1f}")
print(f"path barrier / uniform energy = {barrier:.4f} (no unit)")
print(f"wall position at highest sampled point = {barrier_position:.2f} R")
print("finished without a failed check")
```

Output:

```
exchange stiffness A = 10.0 pJ/m
anisotropy constant K = 4.00 MJ/m^3
magnetization Ms = 0.80 MA/m
mu0 Ms^2 = 0.8042 MJ/m^3
hardness 2K/(mu0 Ms^2) = 9.95 (no unit)
sqrt(AK) = 6.325 mJ/m^2
wall energy sigma = 25.30 mJ/m^2
lattice wall energy / sqrt(AK) = 3.9994 (no unit)
wall width pi sqrt(A/K) = 4.97 nm
dipolar length l = 31.46 nm
surface coefficient 7 zeta(3)/(2 pi^3) = 0.13569
stripe width coefficient = 2.7147 (no unit)
film: t, law width, minimized width (nm); excess (%); local exponent
     100    152.3    239.3   57.141  -0.1320
     250    240.7    269.5   11.935   0.3106
    1000    481.5    484.1    0.545   0.4841
    4000    963.0    963.0    0.001   0.4999
1000 nm film, wall energy per area = 52.26 mJ/m^2
1000 nm film, magnetostatic energy = 52.75 mJ/m^2
1000 nm film, uniform state energy = 402.12 mJ/m^2
first term (l=2) of alpha = 0.42188 (no unit)
alpha from harmonic series = 0.485446 (no unit)
alpha from Coulomb integral = 0.485446 (no unit)
radius coefficient 18/(1-alpha) = 34.982 (no unit)
radius with coefficient 36 = 283.1 nm
radius with computed alpha = 275.1 nm
radius from numerical crossing = 275.1 nm
excess of estimate = 2.91 %
computed radius / wall width = 55.4
path barrier / uniform energy = 0.1163 (no unit)
wall position at highest sampled point = 0.70 R
finished without a failed check
```
